# Conjointness and the B88 Factor: Two Proofs of a Kinetic-Energy Conflict: verification in Python

```python
"""Conjointness test: the B88 exchange factor used for kinetic energy.

Result under test (atomic units):
  T ~ 2^(2/3) C_F sum_spin int n^(5/3) F(x),  x = |grad n| / n^(4/3),
  F = 1 + (beta/A) x^2 / (1 + 6 beta x arcsinh x), n = one spin density.
F has slope a in p = s^2 well above the exact 5/27, and falls below the
von Weizsacker factor 5p/3 at large s, also for integrated energies.
s = reduced gradient of the total density, x = 2 (6 pi^2)^(1/3) s.
eta = q / (2 k_F); TF = Thomas-Fermi; W = von Weizsacker;
GE2 = TF + W/9; LLP = Lee-Lee-Parr refit of the same form.
"""
import numpy as np
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.optimize import brentq
from pyscf import gto, scf
from pyscf.dft import libxc

pi = np.pi
C_F = 0.3 * (3 * pi**2) ** (2 / 3)
A = 1.5 * (3 / (4 * pi)) ** (1 / 3)
beta = 0.0042
x_per_s = 2 * (6 * pi**2) ** (1 / 3)
B88 = (beta / A, 6 * beta)
LLP = (0.0044188, 0.0253)
TF = (0.0, 0.0)


def factor(x, par):
    return 1 + par[0] * x**2 / (1 + par[1] * x * np.arcsinh(x))


def kinetic_density(n, grad, par):
    """Kinetic energy density of one spin channel."""
    return 2 ** (2 / 3) * C_F * n ** (5 / 3) * factor(grad / n ** (4 / 3), par)


def exchange_density(n, grad, par):
    """Exchange energy density of one spin channel."""
    return -A * n ** (4 / 3) * factor(grad / n ** (4 / 3), par)


# --- B88 factor and its slope against the libxc implementation
a_b88 = x_per_s**2 * beta / A
a_llp = x_per_s**2 * LLP[0]
lam_b88 = 3 * a_b88 / 5
s_test = np.array([0.01, 0.3, 1.0, 3.0])
rho_test = np.full(4, 0.3)
grad_test = s_test * 2 * (3 * pi**2) ** (1 / 3) * rho_test ** (4 / 3)
rho_in = np.array([rho_test, grad_test, 0 * s_test, 0 * s_test])
e_b88 = libxc.eval_xc('B88,', rho_in, spin=0)[0]
e_lda = -0.75 * (3 / pi) ** (1 / 3) * rho_test ** (1 / 3)
F_libxc = e_b88 / e_lda
assert np.allclose(F_libxc, factor(x_per_s * s_test, B88), rtol=1e-6)
# the next Taylor term changes the slope by about 2e-4 at s = 0.01
assert abs((F_libxc[0] - 1) / s_test[0]**2 / a_b88 - 1) < 1e-3
beta_ge2 = (5 / 27) * A / x_per_s**2
print(f"C_F = {C_F:.6f}, A = {A:.6f} (a.u.)")
print(f"x/s = {x_per_s:.5f}; B88 beta = {beta}")
print(f"slope in p: exact 5/27 = {5/27:.5f}")
print(f"slope in p: B88 {a_b88:.5f}, LLP {a_llp:.5f}")
print(f"B88 slope / (5/27) = {a_b88 / (5/27):.4f}")
print(f"B88 lambda = 3a/5 = {lam_b88:.5f}; exact slow limit {1/9:.5f}")
print(f"beta needed for 5/27 = {beta_ge2:.6f}")


# --- Uniform gas response from the momentum integral (k_F = 1)
def lindhard(eta):
    if eta < 1:
        value = quad(lambda k: 1 - k * k, -1, 1,
                     weight='cauchy', wvar=-eta)[0]
    else:
        value = quad(lambda k: (1 - k * k) / (k + eta), -1, 1)[0]
    return value / (4 * eta)


def model_response(eta, par):
    """Second variation times k_F/pi^2, from an actual density wave."""
    n0, eps, q = 1 / (3 * pi**2), 1e-3, 2 * eta
    theta = 2 * pi * np.arange(64) / 64
    n = n0 * (1 + eps * np.cos(theta))
    grad = n0 * eps * q * np.abs(np.sin(theta))
    wave = 2 * np.mean(kinetic_density(n / 2, grad / 2, par))
    flat = 2 * kinetic_density(n0 / 2, 0.0, par)
    return (wave - flat) / ((n0 * eps)**2 / 4) / pi**2


slow = (1 / lindhard(0.05) - 1) / 0.05**2
fast = 1 / lindhard(20.0) / (3 * 20.0**2)
assert abs(slow - 1 / 3) < 1e-3      # next term is about 4e-4
assert abs(fast - 1) < 1e-3          # next term is about 5e-4
print(f"(1/f - 1)/eta^2 at eta=0.05: {slow:.5f}")
print(f"(1/f)/(3 eta^2) at eta=20: {fast:.5f}")
for eta in (0.5, 2.0):
    wave_b88 = model_response(eta, B88)
    assert abs(wave_b88 - (1 + 3 * lam_b88 * eta**2)) < 1e-4
    print(f"eta={eta}: exact 1/f {1/lindhard(eta):.4f}, "
          f"GE2 {1 + eta**2/3:.4f}, B88 {wave_b88:.4f}")

# --- Pointwise von Weizsacker limit
s_cross = brentq(lambda s: factor(x_per_s * s, B88) - 5 * s**2 / 3, 0.1, 5)
s_ge2 = brentq(lambda s: 1 + 5 * s**2 / 27 - 5 * s**2 / 3, 0.1, 5)
assert abs(s_ge2 - np.sqrt(27 / 40)) < 1e-9
x_big = 1e12
asymptote = x_big / (6 * A * np.log(2 * x_big))
assert abs(factor(x_big, B88) / asymptote - 1) < 1e-6
print(f"s where factor = 5p/3: B88 {s_cross:.5f}, GE2 {s_ge2:.5f}")
for s in (0.5, 1.0, 2.0, 5.0):
    print(f"s={s}: F_B88 {factor(x_per_s*s, B88):.4f}, "
          f"1+5p/27 {1+5*s*s/27:.4f}, 5p/3 {5*s*s/3:.4f}")

# --- Two electrons in one orbital spread over M distant lumps, zeta = 1
u = np.linspace(np.log(1e-6), np.log(30.0), 4001)
r = np.exp(u)
volume = 4 * pi * r**3               # volume element per unit of log r


def integrate(values):
    return simpson(values * volume, x=u)


print("lumps: zeta = 1 bohr^-1, 2 electrons, energies in hartree")
results = []
for M in (1, 8, 64):
    n = (2 / M) * np.exp(-2 * r) / pi
    grad = 2 * n
    orbital_slope = np.sqrt(n / 2)   # |d phi/dr| for phi = sqrt(n/2)
    T_exact = M * integrate(orbital_slope**2)
    T_w = M * integrate(grad**2 / (8 * n))
    T_tf = M * integrate(C_F * n ** (5 / 3))
    T_b = M * 2 * integrate(kinetic_density(n / 2, grad / 2, B88))
    charge = cumulative_trapezoid(n * volume, u, initial=0)
    Ex = -0.5 * M * integrate(n * charge / r)
    Ex_lda = M * 2 * integrate(exchange_density(n / 2, grad / 2, TF))
    assert abs(T_exact - 1) < 1e-6 and abs(T_w - T_exact) < 1e-6
    assert abs(Ex + 0.625 / M) < 1e-4 / M
    assert T_b <= T_tf + lam_b88 * T_w
    results.append((T_b, T_exact / T_tf, Ex / Ex_lda))
    print(f"M={M}: T_s {T_exact:.5f}, TF {T_tf:.5f}, B88 {T_b:.5f}")
    print(f"  T_s/TF {T_exact/T_tf:.4f}, Ex/LDA {Ex/Ex_lda:.4f}")
assert results[1][0] < 1 and results[2][0] < results[1][0]
for i in (1, 2):                    # M grows eightfold, M^(2/3) fourfold
    assert abs(results[i][1] / results[i - 1][1] - 4) < 1e-3
    assert abs(results[i - 1][2] / results[i][2] - 4) < 1e-3

# --- Sb atom, nonrelativistic all-electron UHF, quartet 5p3
shells = [(0, 21, 0.04, 2.5), (1, 15, 0.04, 2.5), (2, 10, 0.15, 2.5)]
mol = gto.M(atom='Sb 0 0 0', basis={'Sb': gto.expand_etbs(shells)},
            spin=3, verbose=0)
mf = scf.UHF(mol)
mf.max_cycle = 100
mf.kernel()
assert mf.converged
dm = np.asarray(mf.make_rdm1())
T_ref = np.einsum('sij,ji->', dm, mol.intor('int1e_kin'))
K = np.asarray(mf.get_jk(mol, dm)[1])
Ex_ref = -0.5 * np.einsum('sij,sji->', dm, K)
assert abs(mf.e_tot / T_ref + 1) < 1e-3       # virial theorem

direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
ao = mol.eval_gto('GTOval_sph_deriv1', r[:, None] * direction)
names = ('TF', 'B88', 'LLP')
T = dict.fromkeys(names, 0.0)
X = {'LDA': 0.0, 'B88': 0.0}
T_W = T_grid = electrons = electrons_below = 0.0
for spin in (0, 1):
    C = mf.mo_coeff[spin][:, mf.mo_occ[spin] > 0]
    phi = np.array([component @ C for component in ao])
    n = np.sum(phi[0]**2, axis=1)
    grad = np.linalg.norm(2 * np.sum(phi[0] * phi[1:], axis=2), axis=0)
    tau = 0.5 * np.sum(phi[1:]**2, axis=(0, 2))
    tau_w = grad**2 / (8 * n)
    assert np.all(tau - tau_w >= -1e-9 * tau)
    electrons += integrate(n)
    T_grid += integrate(tau)
    T_W += integrate(tau_w)
    for name, par in zip(names, (TF, B88, LLP)):
        T[name] += integrate(kinetic_density(n, grad, par))
    X['LDA'] += integrate(exchange_density(n, grad, TF))
    X['B88'] += integrate(exchange_density(n, grad, B88))
    below = kinetic_density(n, grad, B88) < tau_w
    electrons_below += integrate(np.where(below, n, 0.0))
assert abs(electrons - 51) < 1e-4
assert abs(T_grid / T_ref - 1) < 1e-5         # radial grid is sufficient
T['GE2'] = T['TF'] + T_W / 9
error = {name: 100 * (T[name] / T_ref - 1) for name in T}
assert abs(error['B88']) < 0.25 * abs(error['TF'])
assert abs(X['B88'] / Ex_ref - 1) < 0.25 * abs(X['LDA'] / Ex_ref - 1)

print(f"Sb UHF: {mol.nao_nr()} basis functions, {electrons:.5f} electrons")
print(f"Sb total energy {mf.e_tot:.3f} hartree")
print(f"Sb -E/T = {-mf.e_tot/T_ref:.7f}")
print(f"Sb T of determinant {T_ref:.3f} hartree")
print(f"Sb T_W (spin-summed) {T_W:.3f} hartree")
for name in ('TF', 'GE2', 'B88', 'LLP'):
    print(f"Sb T {name}: {T[name]:.3f} hartree, error {error[name]:+.3f} %")
print(f"Sb (T - TF)/T_W: determinant {(T_ref-T['TF'])/T_W:.5f}")
print(f"Sb (T - TF)/T_W: B88 {(T['B88']-T['TF'])/T_W:.5f}")
print(f"Sb (T - TF)/T_W: LLP {(T['LLP']-T['TF'])/T_W:.5f}")
print(f"Sb exchange of determinant {Ex_ref:.3f} hartree")
for name in ('LDA', 'B88'):
    print(f"Sb Ex {name}: {X[name]:.3f} hartree, "
          f"error {100*(X[name]/Ex_ref-1):+.3f} %")
print(f"Sb electrons where F_B88 < 5p/3: {electrons_below:.3f}")
print("OK")
```

Running it gives:

```
C_F = 2.871234, A = 0.930526 (a.u.)
x/s = 7.79555; B88 beta = 0.0042
slope in p: exact 5/27 = 0.18519
slope in p: B88 0.27429, LLP 0.26853
B88 slope / (5/27) = 1.4812
B88 lambda = 3a/5 = 0.16458; exact slow limit 0.11111
beta needed for 5/27 = 0.002836
(1/f - 1)/eta^2 at eta=0.05: 0.33378
(1/f)/(3 eta^2) at eta=20: 0.99950
eta=0.5: exact 1/f 1.0965, GE2 1.0833, B88 1.1234
eta=2.0: exact 1/f 11.3610, GE2 2.3333, B88 2.9749
s where factor = 5p/3: B88 0.82402, GE2 0.82158
s=0.5: F_B88 1.0570, 1+5p/27 1.0463, 5p/3 0.4167
s=1.0: F_B88 1.1781, 1+5p/27 1.1852, 5p/3 1.6667
s=2.0: F_B88 1.4665, 1+5p/27 1.7407, 5p/3 6.6667
s=5.0: F_B88 2.2990, 1+5p/27 5.6296, 5p/3 41.6667
lumps: zeta = 1 bohr^-1, 2 electrons, energies in hartree
M=1: T_s 1.00000, TF 0.91792, B88 1.02260
  T_s/TF 1.0894, Ex/LDA 1.1659
M=8: T_s 1.00000, TF 0.22948, B88 0.30098
  T_s/TF 4.3577, Ex/LDA 0.2915
M=64: T_s 1.00000, TF 0.05737, B88 0.09915
  T_s/TF 17.4307, Ex/LDA 0.0729
Sb UHF: 116 basis functions, 51.00000 electrons
Sb total energy -6313.362 hartree
Sb -E/T = 1.0000205
Sb T of determinant 6313.232 hartree
Sb T_W (spin-summed) 2607.948 hartree
Sb T TF: 5981.852 hartree, error -5.249 %
Sb T GE2: 6271.624 hartree, error -0.659 %
Sb T B88: 6327.046 hartree, error +0.219 %
Sb T LLP: 6319.539 hartree, error +0.100 %
Sb (T - TF)/T_W: determinant 0.12707
Sb (T - TF)/T_W: B88 0.13236
Sb (T - TF)/T_W: LLP 0.12948
Sb exchange of determinant -163.813 hartree
Sb Ex LDA: -155.846 hartree, error -4.864 %
Sb Ex B88: -163.773 hartree, error -0.025 %
Sb electrons where F_B88 < 5p/3: 4.714
OK
```
